# Negative reversal-curve distributions from positive hysterons coupled by a mean field: test program

```python
"""
Result under test: a reversal-curve distribution can be negative although
every hysteron has positive weight, if hysterons feel F = E + lam*P.
alpha, beta : up and down switching fields of a hysteron (MV/cm)
hc, hb      : coercive and bias field, alpha = hb + hc, beta = hb - hc
mu          : normalised positive density of hysterons in (alpha, beta)
Er, E       : applied reversal field and applied field (MV/cm)
r, F        : the internal fields belonging to Er and E (MV/cm)
p(r, F)     : polarization in internal fields (uC/cm2), Ps its saturation
k = lam*Ps  : mean field at saturation (MV/cm)
rho = -(1/2) d2P/(dEr dE), claimed equal to
 [Ps mu - (lam/2) p_r p_FF/(1-lam p_F)] / [(1-lam p_F)^2 (1-lam p_d')]
with p_d(r) = p(r, r) the descending branch.
"""
import numpy as np
from scipy.special import ndtr, ndtri
from scipy.optimize import brentq
from scipy import constants as const

Ps, EC, SC, SB, K = 20.0, 1.0, 0.20, 0.06, 0.15
X, WX = np.polynomial.legendre.leggauss(120)
rng = np.random.default_rng(7)


def gauss(x, s):
    return np.exp(-0.5 * (x / s) ** 2) / (s * np.sqrt(2 * np.pi))


def polar(r, F, sc=SC, sb=SB):
    """p(r,F) by quadrature over hc of the hysterons that are down."""
    top = EC + 9 * sc
    kink = min(max((F - r) / 2, 0.0), top)
    down = 0.0
    for lo, hi, base, sign in ((0.0, kink, F, -1), (kink, top, r, 1)):
        h = 0.5 * (hi - lo) * X + 0.5 * (hi + lo)
        tail = ndtr(-(base + sign * h) / sb)
        down += 0.5 * (hi - lo) * np.sum(WX * gauss(h - EC, sc) * tail)
    return Ps * (1 - 2 * down)


def internal(Er, E, k, sc=SC, sb=SB):
    """Self-consistent internal fields for given applied fields."""
    lam, w = k / Ps, abs(k) + 0.01
    r = brentq(lambda x: x - lam * polar(x, x, sc, sb) - Er,
               Er - w, Er + w, xtol=1e-13)
    F = brentq(lambda x: x - lam * polar(r, x, sc, sb) - E,
               E - w, E + w, xtol=1e-13)
    return r, F


def smooth_P(Er, E, k, sc=SC, sb=SB):
    return polar(*internal(Er, E, k, sc, sb), sc, sb)


def plain_difference(Er, E, k, h, sc=SC, sb=SB):
    s = sum(a * b * smooth_P(Er + a * h, E + b * h, k, sc, sb)
            for a in (-1, 1) for b in (-1, 1))
    return -0.5 * s / (4 * h * h)


def difference_rho(Er, E, k, sc=SC, sb=SB, h=0.002):
    """Two steps combined so that the error of order h^2 cancels."""
    coarse = plain_difference(Er, E, k, h, sc, sb)
    fine = plain_difference(Er, E, k, h / 2, sc, sb)
    return (4 * fine - coarse) / 3


def terms(r, F, sc=SC, sb=SB):
    """mu, p_r, p_F, p_FF and p_d' in closed form for Gaussian hc, hb."""
    s = np.hypot(sc, sb)
    c = (sb**2 - sc**2) / s**2
    q = s * np.sqrt(1 - c * c)
    fa, fb = gauss(F - EC, s), gauss(r + EC, s)
    gap = r + EC - c * (F - EC)
    Q = ndtr(-gap / q)
    p_F = 2 * Ps * fa * Q
    p_FF = 2 * Ps * fa * (-(F - EC) / s**2 * Q + c * gauss(gap, q))
    shift = F - EC - c * (r + EC)
    p_r = 2 * Ps * fb * ndtr(-shift / q)
    return fb * gauss(shift, q), p_r, p_F, p_FF, 2 * Ps * fb


def formula_rho(r, F, k, sc=SC, sb=SB):
    mu, p_r, p_F, p_FF, pd = terms(r, F, sc, sb)
    lam = k / Ps
    den = 1 - lam * p_F
    return ((Ps * mu - 0.5 * lam * p_r * p_FF / den)
            / den**2 / (1 - lam * pd))


def relay_curve(al, be, k, Er, E):
    """Equal-weight relays switched one after another (event driven)."""
    n = len(al)
    order = np.argsort(-be)
    ev = be[order] - k * (1 - 2 * np.arange(n) / n)
    n_down = np.count_nonzero(np.minimum.accumulate(ev) >= Er)
    p0 = 1 - 2 * n_down / n
    a = np.sort(al[order[:n_down]])
    ev = a - k * (p0 + 2 * np.arange(n_down) / n)
    if n_down:
        ev = np.maximum.accumulate(ev)
    up = np.searchsorted(ev, E, side="right")
    return Ps * (p0 + 2 * up / n)


def brute_P(al, be, k, Er, E):
    """Literal field sweep; the most unstable relay flips first."""
    s = np.ones(len(al))
    path = np.r_[np.linspace(2.5, Er, 500), np.linspace(Er, E, 500)]
    for field in path:
        while True:
            F = field + k * s.mean()
            excess = np.where(s < 0, F - al, be - F)
            i = np.argmax(excess)
            if excess[i] < 0:
                break
            s[i] = -s[i]
    return Ps * s.mean()


def weights(P):
    """Cell weights; rows: rising Er, columns: rising E."""
    return -0.5 * np.diff(np.diff(P, axis=0), axis=1)


def relay_weights(al, be, k, Ers, Es):
    return weights(np.array([relay_curve(al, be, k, x, Es) for x in Ers]))


def sample(n):
    i = np.arange(n)
    golden = (np.sqrt(5) - 1) / 2
    hc = EC + SC * ndtri((i + 0.5) / n)
    hb = SB * ndtri((0.5 + i * golden) % 1.0)
    return hb + hc, hb - hc


def random_sample(n):
    hc = EC + SC * rng.standard_normal(n)
    hb = SB * rng.standard_normal(n)
    return hb + hc, hb - hc


print(f"Saturation polarization Ps = {Ps:.1f} uC/cm2")
print(f"Mean coercive field = {EC:.2f} MV/cm")
print(f"Spread of coercive field = {SC:.2f}, of bias = {SB:.2f} MV/cm")
print(f"Mean field at saturation |lam*Ps| = {K:.2f} MV/cm")

# Event-driven relays against the literal sweep.
al, be = random_sample(60)
assert np.all(al > be)
for k in (K, -K):
    for Er, E in ((-1.05, 0.83), (-1.31, 1.02), (-0.93, 1.21)):
        assert abs(brute_P(al, be, k, Er, E)
                   - relay_curve(al, be, k, Er, E)) < 1e-9

# Two nested relays: a vanished jump is a negative spot.
a2, b2 = np.array([0.8, 1.3]), np.array([-0.8, -1.3])
print(f"Two relays: A at +-{a2[0]:.2f}, B at +-{a2[1]:.2f} MV/cm")
for k in (K, -K):
    Er_spots = (b2[0] - k, b2[1])
    E_spots = sorted((a2[0], a2[0] + k)) + [a2[1]]
    table = np.zeros((2, 3))
    for i, x in enumerate(Er_spots):
        for j, y in enumerate(E_spots):
            P = np.array([[brute_P(a2, b2, k, x + u, y + v)
                           for v in (-0.03, 0.03)] for u in (-0.03, 0.03)])
            table[i, j] = weights(P)[0, 0]
    expect = [[1, 0, 0], [-1, 1, 1]] if k > 0 else [[0, 1, 0], [1, -1, 1]]
    assert np.allclose(table, 0.5 * Ps * np.array(expect))
    print(f" lam*Ps={k:+.2f}: spots at E = "
          + ", ".join(f"{y:.2f}" for y in E_spots) + " MV/cm")
    for x, row in zip(Er_spots, np.round(table) + 0.0):
        print(f"  Er={x:.2f} MV/cm: weights "
              + ", ".join(f"{v:+.0f}" for v in row) + " uC/cm2")

# Continuous population: map, minimum, sum rule, explicit relays.
step = 0.01
R, FF = np.meshgrid(np.arange(-2.2, 0.001, step),
                    np.arange(0.0, 2.201, step), indexing="ij")
mu, p_r, p_F, p_FF, pd = terms(R, FF)
peak = Ps * mu.max()
loop_gain = K / Ps * max(p_F.max(), pd.max())
assert loop_gain < 1 and mu.min() >= 0
print(f"Largest feedback lam*dp/dF = {loop_gain:.3f} (below 1)")
print(f"Peak of Ps*mu = {peak:.1f} uC/cm2/(MV/cm)^2")
AL, BE = sample(1_000_000)
assert np.all(AL > BE)
G, WG = np.polynomial.legendre.leggauss(12)
half = 0.05
centres = {}
for k in (K, -K):
    lam = k / Ps
    rho = formula_rho(R, FF, k)
    area = (1 - lam * pd) * (1 - lam * p_F) * step**2
    total = np.sum(rho * area)
    negative = np.sum(np.minimum(rho, 0) * area)
    assert abs(total - Ps) < 1e-3 * Ps
    i = np.unravel_index(np.argmin(rho), rho.shape)
    r0, F0 = R[i], FF[i]
    Er0 = r0 - lam * polar(r0, r0)
    E0 = F0 - lam * polar(r0, F0)
    centres[k] = (r0, F0, Er0, E0)
    assert rho[i] < 0 and k * p_FF[i] > 0
    fd = difference_rho(Er0, E0, k)
    assert fd < 0 and abs(fd - rho[i]) < 1e-3 * peak
    if k > 0:
        # a plain difference must miss the formula by a term in h^2 only
        miss = [plain_difference(Er0, E0, k, h) - rho[i]
                for h in (0.002, 0.001)]
        assert abs(miss[0] / miss[1] - 4) < 0.2
        print(f"Plain-difference error ratio on halving the step:"
              f" {miss[0]/miss[1]:.3f}")
    fd2 = difference_rho(-1.0, 1.0, k)
    f2 = formula_rho(*internal(-1.0, 1.0, k), k)
    assert abs(fd2 - f2) < 5e-3 * abs(f2)
    integral = half**2 * sum(
        u * v * formula_rho(*internal(Er0 + half * x, E0 + half * y, k), k)
        for x, u in zip(G, WG) for y, v in zip(G, WG))
    Ers = np.array([Er0 - half, Er0 + half])
    Es = np.array([E0 - half, E0 + half])
    w_relay = relay_weights(AL, BE, k, Ers, Es)[0, 0]
    w_free = relay_weights(AL, BE, 0.0, Ers, Es)[0, 0]
    inside = np.mean((AL > Es[0]) & (AL <= Es[1])
                     & (BE >= Ers[0]) & (BE < Ers[1]))
    assert abs(w_free - Ps * inside) < 1e-3
    # sampling error of one million relays, amplified by positive feedback
    amplify = 1 / (1 - loop_gain) ** 2 if k > 0 else 1.0
    assert w_relay < 0 and abs(w_relay - integral) < 3e-3 * amplify
    coupling = -0.5 * lam * p_r[i] * p_FF[i] / (1 - lam * p_F[i])
    print(f"lam*Ps = {k:+.2f} MV/cm: most negative point")
    print(f"  applied Er={Er0:.3f}, E={E0:.3f} MV/cm")
    print(f"  internal r={r0:.2f}, F={F0:.2f} MV/cm")
    print(f"  p_r={p_r[i]:.2f}, p_F={p_F[i]:.2f},"
          f" p_d'={pd[i]:.2f} uC/cm2/(MV/cm)")
    print(f"  p_FF={p_FF[i]:.1f} uC/cm2/(MV/cm)^2")
    print(f"  Ps*mu={Ps*mu[i]:.3f}, coupling term={coupling:.3f}"
          " uC/cm2/(MV/cm)^2")
    print(f"  rho: formula {rho[i]:.3f}, differences {fd:.3f}"
          " uC/cm2/(MV/cm)^2")
    print(f"  0.1 x 0.1 MV/cm cell: formula {integral:.4f},"
          f" relays {w_relay:.4f} uC/cm2")
    print(f"  same cell without coupling: {w_free:.4f} uC/cm2")
    print(f"  total weight {total:.3f}, negative part {negative:.4f}"
          " uC/cm2")

# Replotting the measured curves against internal fields.
r0, F0, Er0, E0 = centres[K]
al, be = sample(200_000)
lam, fine, rows = K / Ps, np.linspace(0.0, 2.0, 4001), []
for r in (r0 - half, r0 + half):
    Er = brentq(lambda x: x + lam * relay_curve(al, be, K, x, x) - r,
                r - 0.2, r + 0.2, xtol=1e-7)
    P = relay_curve(al, be, K, Er, fine)
    rows.append(np.interp([F0 - half, F0 + half], fine + lam * P, P))
restored = weights(np.array(rows))[0, 0]
population = Ps * np.mean((abs(al - F0) < half) & (abs(be - r0) < half))
assert restored > 0 and abs(restored - population) < 0.01
print(f"Replotted cell at r={r0:.2f}, F={F0:.2f} MV/cm:"
      f" {restored:.4f} uC/cm2")
print(f"  true population in that cell: {population:.4f} uC/cm2")

# Independent thresholds: only positive feedback gives negativity.
SI = 0.15
s = np.hypot(SI, SI)
low_plus = formula_rho(R, FF, K, SI, SI).min()
low_minus = formula_rho(R, FF, -K, SI, SI).min()
assert low_plus < -0.1 and low_minus > -1e-9
r1 = -1.1
kappa = 2 * K * ndtr(-(r1 + EC) / s)
F1 = brentq(lambda F: kappa * (gauss(F - EC, s) - ndtr(-(F - EC) / s)
                               * (F - EC) / s**2) - 1, 0.2, 1.5)
signs = []
for F in (F1 - 0.02, F1 + 0.02):
    Er = r1 - lam * polar(r1, r1, SI, SI)
    E = F - lam * polar(r1, F, SI, SI)
    signs.append(difference_rho(Er, E, K, SI, SI))
assert signs[0] < 0 < signs[1]
print(f"Independent thresholds (both spreads {SI:.2f} MV/cm):")
print(f"  minimum rho: {low_plus:.2f} for lam>0, {low_minus:+.1e}"
      " for lam<0, uC/cm2/(MV/cm)^2")
print(f"  lam>0, r={r1:.1f}: rho changes sign at F={F1:.3f} MV/cm")

# Neglected: four neighbours instead of the mean field.
L = 400
al, be = random_sample(L * L)
A, B = al.reshape(L, L), be.reshape(L, L)
Ers, Es = np.linspace(-1.6, -0.8, 9), np.linspace(0.4, 1.2, 9)


def relax(state, field, k):
    while True:
        near = sum(np.roll(state, d, ax) for d in (1, -1) for ax in (0, 1))
        F = field + k * near / 4
        new = np.where(F <= B, -1.0, np.where(F >= A, 1.0, state))
        if np.array_equal(new, state):
            return state
        state = new


def lattice_weights(k):
    P, low = np.zeros((9, 9)), np.ones((L, L))
    for i in range(8, -1, -1):
        low = relax(low, Ers[i], k)
        state = low
        for j, E in enumerate(Es):
            state = relax(state, E, k)
            P[i, j] = Ps * state.mean()
    return weights(P)


counts = np.histogram2d(be, al, bins=(Ers, Es))[0] * Ps / L**2
assert np.allclose(lattice_weights(0.0), counts, atol=1e-9)
w_near = lattice_weights(K)
w_mean = relay_weights(al, be, K, Ers, Es)
print("Most negative 0.1 x 0.1 MV/cm cell of a fixed mesh, lam>0:")
for name, w in (("mean field", w_mean), ("four neighbours", w_near)):
    i, j = np.unravel_index(np.argmin(w), w.shape)
    print(f"  {name}: {w[i, j]:.3f} uC/cm2 at Er={Ers[i]+half:.2f},"
          f" E={Es[j]+half:.2f} MV/cm")
print(f"  neighbour-field spread at P=0, random: {K/np.sqrt(4):.3f} MV/cm")

# Neglected: finite number of grains (1 um x 1 um, 10 nm grains).
grains = round((1000 / 10) ** 2)
cell_E = np.array([E0 - half, E0 + half])
cell_Er = np.array([Er0 - half, Er0 + half])
devices = [relay_weights(*random_sample(grains), K, cell_Er, cell_E)[0, 0]
           for _ in range(60)]
print(f"{grains} grains, lam>0 cell: mean {np.mean(devices):.3f},"
      f" device scatter {np.std(devices, ddof=1):.3f} uC/cm2")

# Neglected: thermal activation, breakdown, incomplete saturation.
T, volume, E_bd, E_max = 300.0, 10.0, 4.0, 2.0
Ps_SI = Ps * 1e-2
rate = (const.k * T * np.log(10) / (2 * Ps_SI * volume * 1e-27)) / 1e8
print(f"Thermal shift at {T:.0f} K, {volume:.0f} nm3 nucleus:"
      f" {rate:.4f} MV/cm per decade of rate")
unsat = ndtr(-(E_max - K - EC) / np.hypot(SC, SB))
print(f"Largest field {E_max:.1f} MV/cm, rough breakdown {E_bd:.1f} MV/cm,"
      f" ratio {E_max/E_bd:.2f}")
print(f"Hysterons not saturated there, lam<0: {unsat:.1e} (fraction)")

# Interface layer in series: origin of lam<0 and of a linear charge.
thick, eps = 10e-9, 30.0
ee = const.epsilon_0 * eps
d = K * 1e8 * ee * thick / Ps_SI
for E, P in ((1.2e8, 0.7 * Ps_SI), (-0.8e8, -0.4 * Ps_SI)):
    Ef, Ed = np.linalg.solve([[thick - d, d], [-ee, ee]], [E * thick, P])
    assert abs(Ef - (E - K * 1e8 * P / Ps_SI)) < 1e-6 * abs(E)
    assert abs(ee * Ed - (ee * E + P * (1 - d / thick))) < 1e-9
print(f"Layer giving lam*Ps={-K:.2f} MV/cm: {d*1e9:.3f} nm of"
      f" {thick*1e9:.0f} nm, permittivity {eps:.0f}")
print(f"  switching charge scaled by {1-d/thick:.3f}; linear charge at"
      f" {E_max:.1f} MV/cm: {ee*E_max*1e8*100:.2f} uC/cm2")
print("checks complete")
```

Output:

```
Saturation polarization Ps = 20.0 uC/cm2
Mean coercive field = 1.00 MV/cm
Spread of coercive field = 0.20, of bias = 0.06 MV/cm
Mean field at saturation |lam*Ps| = 0.15 MV/cm
Two relays: A at +-0.80, B at +-1.30 MV/cm
 lam*Ps=+0.15: spots at E = 0.80, 0.95, 1.30 MV/cm
  Er=-0.95 MV/cm: weights +10, +0, +0 uC/cm2
  Er=-1.30 MV/cm: weights -10, +10, +10 uC/cm2
 lam*Ps=-0.15: spots at E = 0.65, 0.80, 1.30 MV/cm
  Er=-0.65 MV/cm: weights +0, +10, +0 uC/cm2
  Er=-1.30 MV/cm: weights +10, -10, +10 uC/cm2
Largest feedback lam*dp/dF = 0.573 (below 1)
Peak of Ps*mu = 132.6 uC/cm2/(MV/cm)^2
Plain-difference error ratio on halving the step: 4.005
lam*Ps = +0.15 MV/cm: most negative point
  applied Er=-1.055, E=0.839 MV/cm
  internal r=-1.12, F=0.84 MV/cm
  p_r=64.03, p_F=56.20, p_d'=64.79 uC/cm2/(MV/cm)
  p_FF=191.8 uC/cm2/(MV/cm)^2
  Ps*mu=8.674, coupling term=-79.587 uC/cm2/(MV/cm)^2
  rho: formula -412.195, differences -412.195 uC/cm2/(MV/cm)^2
  0.1 x 0.1 MV/cm cell: formula -0.5230, relays -0.5232 uC/cm2
  same cell without coupling: 0.2833 uC/cm2
  total weight 20.000, negative part -11.2596 uC/cm2
lam*Ps = -0.15 MV/cm: most negative point
  applied Er=-1.585, E=1.190 MV/cm
  internal r=-1.44, F=1.12 MV/cm
  p_r=8.17, p_F=64.69, p_d'=8.30 uC/cm2/(MV/cm)
  p_FF=-180.4 uC/cm2/(MV/cm)^2
  Ps*mu=1.422, coupling term=-3.721 uC/cm2/(MV/cm)^2
  rho: formula -0.981, differences -0.981 uC/cm2/(MV/cm)^2
  0.1 x 0.1 MV/cm cell: formula -0.0085, relays -0.0086 uC/cm2
  same cell without coupling: 0.0015 uC/cm2
  total weight 20.000, negative part -0.0463 uC/cm2
Replotted cell at r=-1.12, F=0.84 MV/cm: 0.1088 uC/cm2
  true population in that cell: 0.1083 uC/cm2
Independent thresholds (both spreads 0.15 MV/cm):
  minimum rho: -35.54 for lam>0, +9.0e-13 for lam<0, uC/cm2/(MV/cm)^2
  lam>0, r=-1.1: rho changes sign at F=0.799 MV/cm
Most negative 0.1 x 0.1 MV/cm cell of a fixed mesh, lam>0:
  mean field: -1.983 uC/cm2 at Er=-1.05, E=0.75 MV/cm
  four neighbours: -0.740 uC/cm2 at Er=-1.15, E=0.85 MV/cm
  neighbour-field spread at P=0, random: 0.075 MV/cm
10000 grains, lam>0 cell: mean -0.552, device scatter 0.283 uC/cm2
Thermal shift at 300 K, 10 nm3 nucleus: 0.0238 MV/cm per decade of rate
Largest field 2.0 MV/cm, rough breakdown 4.0 MV/cm, ratio 0.50
Hysterons not saturated there, lam<0: 2.3e-05 (fraction)
Layer giving lam*Ps=-0.15 MV/cm: 0.199 nm of 10 nm, permittivity 30
  switching charge scaled by 0.980; linear charge at 2.0 MV/cm: 5.31 uC/cm2
checks complete
```
